# Octupole rotation and momentum-resolved spin overlap in antiferromagnetic tunnel junctions, part 2

Two aligned, identical kagome electrodes with octupole angles $\Phi_L$ and $\Phi_R$ are separated by a barrier that conserves spin and in-plane momentum $\mathbf k$. We seek the conductance as a function of $\varphi=\Phi_R-\Phi_L$. Energies are in eV.

The lattice vectors are $\mathbf a_1=a(1,0)$, $\mathbf a_2=a(\tfrac12,\tfrac{\sqrt3}{2})$ and $\mathbf a_3=\mathbf a_2-\mathbf a_1$. The moment $\mathbf S_i$ on sublattice $i$ lies in the layer at angle $\beta_i=\gamma_i-\Phi$, with $\gamma_i=0,120^\circ,-120^\circ$. The octupole $(O_x,O_y)$ points along $\Phi$.

The layer Hamiltonian $h(\mathbf k)$ has hopping $-t$ and exchange $-J\,\mathbf S_i\cdot\boldsymbol\sigma$; layers are coupled by $-t_z$. Mode $n$, of energy $\varepsilon_n$, is open if $|E-\varepsilon_n|<2t_z$. It enters the barrier with strength $w$ through the spinor $\chi_n$. With $x=E-\varepsilon_n$, its surface density of states is

$$s(x)=-\frac{1}{\pi}\,\mathrm{Im}\,g_s=\frac{\sqrt{4t_z^2-x^2}}{2\pi t_z^2},\qquad |x|<2t_z, \tag{4}$$

where $g_s$ is the surface Green function. The surface matrix is $\rho=\sum_n s(E-\varepsilon_n)\,\chi_n\chi_n^\dagger=\tfrac12(N+\mathbf P\cdot\boldsymbol\sigma)$, with $N$ and $\mathbf P$ in 1/eV and $|\mathbf P|\le N$. Two such matrices overlap as

$$\mathrm{Tr}(\rho_L\rho_R)=\tfrac12\left(N_LN_R+\mathbf P_L\cdot\mathbf P_R\right). \tag{1}$$

$\mathbf P$ is planar. Turning the octupole by $\Phi$ leaves $N$ unchanged and turns $\mathbf P$ by $R_z(-\Phi)$, where $R_z$ is rotation about the layer normal. For a $120^\circ$ rotation $C_3$ of $\mathbf k$,

$$\mathbf P(C_3\mathbf k)=R_z(-120^\circ)\,\mathbf P(\mathbf k). \tag{7}$$

At the M point showing $\mathbf S_1$, the levels are $\mp J$. If only the lower is open,

$$N=|\mathbf P|=4\,s(E+J),\qquad \mathbf P\parallel\mathbf S_1 . \tag{8}$$

The other M points show $\mathbf S_2$ and $\mathbf S_3$. The visible zone-centre levels are

$$\varepsilon=-t\pm\sqrt{9t^2+J^2}. \tag{9}$$

If the lower is open, then near $\mathbf k=0$, with $\theta$ the direction of $\mathbf k$ and $C$ a constant,

$$P_x+iP_y\simeq C\,k^2e^{2i\theta}. \tag{10}$$

The barrier has $n$ layers of spacing $d$, effective mass $m^*$, height $\Delta$ above the Fermi energy $E_F$, and hoppings $t_b=\hbar^2/(2m^*d^2)$ and $t_\parallel=\hbar^2/(3m^*a^2)$. Its on-site energy is $V(\mathbf k)=E_F+\Delta+2t_b+t_\parallel[6-2\sum_i\cos(\mathbf k\cdot\mathbf a_i)]$. The decay $\kappa(\mathbf k)$ per layer, propagator $g$ and weight $W$ follow from

$$\cosh\kappa=1+\frac{\Delta+t_\parallel[6-2\sum_i\cos(\mathbf k\cdot\mathbf a_i)]}{2t_b}, \tag{11}$$

$$|g|=\frac{\sinh\kappa}{t_b\sinh[(n+1)\kappa]},\qquad W(\mathbf k)=|g|^2. \tag{12}$$

### From the golden rule to conductance

To lowest order in the electrode coupling, an electron crosses with one factor $w$ at each face and $g$ between them. The matrix element between a left mode $l$ and a right mode $r$ at the same $\mathbf k$ is $w^2g\,\chi_r^\dagger\chi_l$, multiplied by their amplitudes on the surface layers. At a small voltage $U$ and low temperature, the occupied left states in an energy interval $eU$ face empty right states. The golden rule gives a current $e(2\pi/\hbar)\,eU$ times the squared matrix element summed over both densities of states. The surface amplitudes turn those densities into $s$, and

$$\sum_{l,r}s_l\,s_r\,|\chi_r^\dagger\chi_l|^2=\mathrm{Tr}(\rho_L\rho_R).$$

With $2\pi e^2/\hbar=4\pi^2e^2/h$, the conductance is

$$G=\frac{e^2}{h}\sum_{\mathbf k}T(\mathbf k),\qquad T(\mathbf k)=4\pi^2w^4W\,\mathrm{Tr}(\rho_L\rho_R). \tag{13}$$

$T$ is dimensionless, since $w^4$ has the unit eV⁴ while $W$ and the trace each have eV⁻². The sum over $\mathbf k$ has one term per surface cell. If $\langle T\rangle$ is the zone average and $A_c=\frac{\sqrt3}{2}a^2$ the cell area, the resistance-area product is

$$RA=\frac{h}{e^2}\frac{A_c}{\langle T\rangle}. \tag{14}$$

### The angular law

Both polarizations come from the same reference texture. A common rotation leaves their scalar product unchanged, so only $\varphi$ matters. For a planar vector,

$$\mathbf P_L\cdot\mathbf P_R=\mathbf P\cdot R_z(-\varphi)\mathbf P=|\mathbf P|^2\cos\varphi .$$

There is no $\sin\varphi$ term, because it would multiply $\mathbf P\times\mathbf P=0$. Inserting this in (13) gives

$$G(\varphi)=\frac{e^2}{h}2\pi^2w^4\sum_{\mathbf k}W\left(N^2+|\mathbf P|^2\cos\varphi\right)=G_0(1+p^2\cos\varphi), \tag{15}$$

$$p^2=\frac{\sum_{\mathbf k}W|\mathbf P|^2}{\sum_{\mathbf k}WN^2}. \tag{16}$$

Since $|\mathbf P|\le N$, $p^2$ lies between zero and one. Parallel octupoles give the largest conductance and opposite octupoles the smallest. The magnetoresistance ratio, referred to the smaller conductance, is

$$\frac{G(0)-G(\pi)}{G(\pi)}=\frac{(1+p^2)-(1-p^2)}{1-p^2}=\frac{2p^2}{1-p^2}. \tag{17}$$

Here $p$ is the root-mean-square polarization with weight $WN^2$. It is not the net polarization, which is zero by (7). The octupole enters (15) only as a label for the common rotation of the spins. The reversed chirality $\beta_i=\Phi-\gamma_i$, for which the octupole components $O_x$ and $O_y$ vanish, has the Hamiltonian $\sigma_xh\sigma_x$. It therefore has the same $N$, $|\mathbf P|$ and $p^2$, and it obeys (15) with $\varphi$ the relative angle of the spins.

The law was tested against a full scattering calculation, in which waves in both electrodes were matched through the barrier and each right electrode was diagonalized afresh. The angles were $0^\circ,60^\circ,90^\circ,120^\circ,180^\circ$, on a $36\times36$ momentum grid. For $w=0.01$ eV the largest deviation, relative to (15), was 0.02 %.

### Limit of lost momentum

Suppose an electron scatters in the middle of the barrier from $\mathbf k$ to $\mathbf k'$ without changing spin. As a simple estimate, give each half of the barrier the weight $\sqrt W$ at its own momentum. For a thick barrier this has the correct exponential decay with thickness, but it does not reproduce the exact momentum-dependent prefactor. With a scattering probability $K(\mathbf k-\mathbf k')$, (16) becomes

$$p_K^2=\frac{\sum_{\mathbf k\mathbf k'}\sqrt{W W'}\,K\,\mathbf P\cdot\mathbf P'}{\sum_{\mathbf k\mathbf k'}\sqrt{W W'}\,K\,N N'}, \tag{18}$$

where primes mark values at $\mathbf k'$. If $K$ allows no change of momentum, (16) returns. If $K$ is uniform, the numerator is $|\sum_{\mathbf k}\sqrt W\,\mathbf P|^2=0$. The angular response therefore comes from the overlap at related momenta.

For intermediate cases take $K\propto\sum_{\mathbf G}e^{-|\mathbf q+\mathbf G|^2\ell^2/2}$, where $\mathbf q=\mathbf k-\mathbf k'$, $\ell$ is a scattering length and $\mathbf G$ runs over the reciprocal lattice vectors. The sum makes $K$ periodic, and $K$ becomes uniform when $\ell$ is much shorter than $a$. In the test at $\ell=0.05$ nm, $p_K^2$ was below $10^{-10}$. For $\ell$ of 1 nm or more only the shortest $\mathbf q+\mathbf G$ matters. For $\ell<a$ the result depends on the form of $K$: keeping only the shortest term gives $p_K^2\approx0.008$ at 0.05 nm.

### Limit of a thick barrier with an open zone centre

Near $\mathbf k=0$, differentiation of (11) gives $\kappa\simeq\kappa_0+bk^2$, with $b=\hbar^2/(4m^*t_b\sinh\kappa_0)$. The weight of a thick barrier is then proportional to $e^{-\alpha k^2}$, where $\alpha=2nb$. If the centre is open, current narrows to this region. Using $|\mathbf P|\simeq|C|k^2$ from (10),

$$p^2\simeq\frac{|C|^2}{N(0)^2}\,\frac{\int_0^\infty k^4e^{-\alpha k^2}k\,dk}{\int_0^\infty e^{-\alpha k^2}k\,dk}
=\frac{|C|^2}{N(0)^2}\frac{2}{\alpha^2}\propto\frac1{n^2}. \tag{19}$$

The ratio of integrals follows with $y=k^2$. Doubling $n$ from 1000 to 2000, numbers chosen to reach the asymptotic regime and not to describe a device, reduced $p^2$ by a factor of 3.98. If the centre is closed, (19) does not apply.

### Worked junction

Take $a=0.57$ nm, $t=0.40$ eV, $t_z=0.15$ eV, $J=0.80$ eV, $E_F=-0.90$ eV and $w=0.10$ eV. The barrier has $\Delta=1.50$ eV, $m^*=0.40$ electron masses and five layers of 0.21 nm, or 1.05 nm in total. These give $t_b=2.16$ eV and $t_\parallel=0.195$ eV.

By (9), the lower visible zone-centre level is $-0.40-\sqrt{9(0.40)^2+(0.80)^2}=-1.84$ eV. It is 0.94 eV from the Fermi energy, outside the window $2t_z=0.30$ eV. The upper one, at $1.04$ eV, is farther away still, so the centre is closed. At M the lower level is $-J=-0.80$ eV, only 0.10 eV away. Equations (4) and (8) give

$$N=4\,\frac{\sqrt{4(0.15)^2-(0.10)^2}}{2\pi(0.15)^2}=8.00\ \mathrm{eV^{-1}},\qquad |\mathbf P|=N .$$

On the momentum grid, $WN^2$ is largest at M, where $W=2.13\times10^{-6}$ eV⁻². The strongest channel is thus fully polarized. It lies far outside the small-$k$ range in which $m^*$ describes the barrier: at M the in-plane term of $V$ is $8t_\parallel=1.56$ eV, whereas a parabola with the same mass would give 3.86 eV. The resistances and the ratio below therefore belong to this particular barrier band and are not fixed by $\Delta$ and $m^*$ alone. The zone sum gives $p^2=0.9685$, or a root-mean-square polarization of 0.984.

The zone-averaged transmissions are $1.24\times10^{-7}$ for parallel and $1.99\times10^{-9}$ for opposite octupoles. Their ratio gives

$$\frac{1.2445\times10^{-7}}{1.9923\times10^{-9}}-1=61.5,$$

a magnetoresistance ratio of about 6100 %. These values are for a $72\times72$ grid; on a $168\times168$ grid 61.5 becomes 61.4. Because $1-p^2$ is only 0.03, small changes in $p^2$ move this ratio strongly. Using (14):

| Octupole angle | $RA$ (Ω µm²) |
|---|---|
| 0° | $5.8\times10^4$ |
| 60° | $7.7\times10^4$ |
| 120° | $2.2\times10^5$ |
| 180° | $3.6\times10^6$ |

A threefold crystal with time-reversal symmetry has energies that repeat under octupole turns of $120^\circ$ and $180^\circ$, hence of $60^\circ$. This is why steps of $60^\circ$ are of interest. The model itself has no anisotropy to hold the octupole there.

Now lower the electrode filling while keeping $\Delta=1.50$ eV above the Fermi energy. At $E_F=-1.69$ eV the centre is open. With five layers $p^2$ drops to 0.0047, and (17) gives $2(0.00467)/(1-0.00467)=0.94$ %. With 10 and 20 layers $p^2$ is 0.0014 and 0.0004. In the closed-centre case it instead rises from 0.969 to 0.975 and 0.985. Compensated order alone therefore does not fix the size of the effect; the momenta selected by the Fermi surface and barrier do.

### Effects left out of the ideal law

At $w=0.10$ eV, repeated passages between barrier and electrodes change the conductance by at most 1.9 % relative to (15) at the five angles. On the $36\times36$ grid the full ratio is 5980 %, against 6160 % from the formula. The $\cos2\varphi$ part has a magnitude of about $3\times10^{-8}$ of the mean conductance.

The other estimates start from the 6100 % result and change one feature at a time:

- Thermal smearing at 300 K, where $k_BT=26$ meV, gives 6000 %.
- Reducing the exchange energy by 25 %, as a rough stand-in for weakened order at fixed $E_F$, gives 2100 %. The lower M level then lies exactly at the edge of its window, where (4) vanishes, so this value describes a junction whose M channel has just closed.
- Rashba hopping $i\lambda(\boldsymbol\sigma\times\hat{\mathbf d})_z$ along each bond direction $\hat{\mathbf d}$, with $|\lambda|=20$ meV in every layer, with opposite signs in the two electrodes and $\Phi_L=0$, gives 5600 %.
- With the barrier potential fixed, moving the Fermi energy by $-50$ meV gives 10 800 %, and by $+50$ meV gives 4000 %.
- Momentum scattering gives 3200 % for $\ell=2$ nm, 1200 % for 1 nm and 53 % for 0.3 nm.

Scattering over lengths shorter than a lattice constant is the largest reduction in this list. A bias of 10 mV across 1.05 nm is a field of 0.095 MV/cm, far below a rough breakdown scale of 10 MV/cm for a good thin oxide. It is also smaller than $k_BT/e$ at 300 K, in keeping with the low-bias treatment.

### Comparison with a real junction

The parameters are round values in the rough regime of a Mn₃Sn-type metal with an MgO barrier. Mn₃Sn has the chirality used here, but its kagome layers are stacked with an offset and several manganese d bands cross the Fermi energy. The model is not its band structure. Measured ratios in junctions with two Mn₃Sn electrodes and MgO have been of the order of a few per cent at room temperature, a rough figure. The calculated 6100 % is far above that and should be read as the response of an ideal, strongly momentum-selective model. The parallel $RA$ is also far above the rough 10 Ω µm² of low-resistance junctions with barriers near 1 nm. Since $RA\propto w^{-4}$ at lowest order, that scaling would ask for about nine times the coupling. There the lowest-order formula fails: full scattering at $w=0.87$ eV gives a parallel $RA$ near 280 Ω µm² and a ratio of about 200 %. Real interfaces break in-plane momentum conservation through roughness and defects. Within (18), that one change lowers the ratio to 53 % at $\ell=0.3$ nm with the periodic kernel, and to about 77 % if only the shortest momentum change is kept. This does not identify the cause of the measured values, because the Fermi surface alone can also reduce the model's ratio to about 1 %.

For aligned electrodes, spin-conserving tunnelling and preserved in-plane momentum, a large response requires $|\mathbf P|/N$ to be large where $WN^2$ is large. A twist between the crystals would compare different parts of the two textures, and (15) would no longer hold. Both $N_LN_R$ and $\mathbf P_L\cdot\mathbf P_R$ in (1) would have to be evaluated with the actual textures, and a $\sin\varphi$ term could appear. The remaining computed values are in the numerical output below.

## Computed results

```
lattice constant 0.57 nm, cell area 0.2814 nm^2
t 0.40, tz 0.15, J 0.80, coupling w 0.10 eV
Fermi energy -0.90 eV, barrier height 1.50 eV
barrier mass 0.40 m_e, layers 5, spacing 0.21 nm
barrier thickness 1.05 nm
barrier hoppings: normal 2.160 eV, in-plane 0.195 eV
decay per layer at k=0: 0.8110, rate 3.862 1/nm
M point 1: |P|/N 1.0000, spin angle -0.0 deg
M point 2: |P|/N 1.0000, spin angle 120.0 deg
M point 3: |P|/N 1.0000, spin angle -120.0 deg
strongest momentum |k| 6.364 1/nm
  N 8.003 1/eV, |P|/N 1.0000, W 2.130e-06 1/eV^2
net polarization (W-weighted) 1.1e-15
p2 0.9685, rms polarization 0.9841
p2 on finer k grid 0.9685
octupole angle 0 deg: T 1.2445e-07, RA 5.8361e+04 ohm um^2
octupole angle 60 deg: T 9.3835e-08, RA 7.7402e+04 ohm um^2
octupole angle 120 deg: T 3.2607e-08, RA 2.2275e+05 ohm um^2
octupole angle 180 deg: T 1.9923e-09, RA 3.6455e+06 ohm um^2
magnetoresistance ratio 6146.40 %
formula error, w=0.01 eV: 0.0195 %
formula error, w=0.10 eV: 1.90 %
full-scattering ratio 5976.80 % (36x36 k grid)
formula ratio on that grid 6161.88 %
cos(2 phi) part / mean in full scattering -3.09e-08
zone-centre band energy -1.8422 eV
Fermi level with open zone centre -1.6922 eV
spin winding around zone centre 2.000
layers 5: p2 closed centre 0.9685, open centre 0.00467
layers 10: p2 closed centre 0.9751, open centre 0.00136
layers 20: p2 closed centre 0.9850, open centre 0.00040
open centre, p2(1000 layers)/p2(2000 layers) 3.981
thermal energy at 300 K: 25.85 meV
ratio with thermal smearing 5980.39 %
ratio with exchange reduced by 25 %: 2140.62 %
ratio with Rashba hopping 20 meV: 5586.18 %
ratio at Fermi level -50 meV: 10832.13 %
ratio at Fermi level +50 meV: 3987.87 %
ratio, scattering length 2.0 nm: 3157.835 %
ratio, scattering length 1.0 nm: 1226.267 %
ratio, scattering length 0.3 nm: 52.613 %
barrier field at 10 mV bias 0.0952 MV/cm
```
